The minimum distance for post-ionisation of a field-evaporated ion

**A singly charged ion in front of a flat tip**

A positively biased metal tip has released a singly charged ion. Outside the metal the electric field has magnitude F and points away from the surface. Suppose first that the ion could lose a second electron right at the surface. Removing that electron from the ion costs the second ionisation energy I₂. Placing it in the metal, at the Fermi level, returns the work function φ. The net cost is I₂ − φ, which we take to be positive, so the process cannot run by itself.

Now move the ion outward by x. The electron must travel back over this distance to reach the metal. Its charge is −e, so the field pulls it towards the tip and supplies the energy eFx. The net cost is now

I₂ − φ − eFx.

It reaches zero at x = (I₂ − φ)/(eF). Nearer to the tip, the electron would arrive in the metal below the Fermi level, where every state is occupied. The theorem below states this for any charge and names what has been left out.

**Setting and conventions**

The coordinate z is measured outward from the electrical surface, the plane at which the outside potential begins to vary. The ion's nucleus is at z = x > 0. The energy of an electron at rest just outside the surface, at z = 0, is set to zero. The symbol e denotes the positive elementary charge and F > 0 a magnitude.

We assume the following.

(a) The field is uniform between the surface and the ion.

(b) The metal is at zero temperature. Its states are filled up to the Fermi level, which lies at −φ.

(c) The ion has charge ne, with n ≥ 1, and is in its ground state. Removing one more electron from the free ion costs at least I, short for the (n+1)th ionisation energy I_{n+1}, and I > φ.

(d) The nucleus does not move during the electron's transfer and gives it no kinetic energy. No photon is absorbed.

(e) Image energies and the distortion of the ion by the field are neglected.

**Theorem.** Under (a) to (e), the ion can lose its next electron to the metal only if

x ≥ x_c, with x_c = (I − φ)/(eF).

The condition is necessary. It says nothing about how fast the transfer happens.

**Lemma 1 (the level on the ion).** The electron that is to be removed has the energy

E(x) = −I + eFx.

*Proof.* Let W_n be the internal energy of the free ion of charge ne, so that I = W_{n+1} − W_n. The field exerts the force +neF on this ion, directed outward. Its potential energy is therefore −neFx, and its total energy is

E_n(x) = W_n − neFx.

After the loss of one electron the ion has

E_{n+1}(x) = W_{n+1} − (n+1)eFx.

The energy carried by the electron on the ion is the difference between the ion with it and the ion without it:

E(x) = E_n(x) − E_{n+1}(x)
= W_n − W_{n+1} − neFx + (n+1)eFx
= −I + eFx. ∎

The level rises as the ion departs because an electron is repelled by the negative side of the field, which is the outer side. The charge number n cancels from the slope and survives only in the choice of I.

**Lemma 2 (the metal).** At zero temperature, adding an electron to the metal requires an energy of at least −φ.

*Proof.* All states below −φ are occupied, and by the Pauli principle none of them can take another electron. The lowest vacant state lies at the Fermi level. ∎

**Proof of the theorem.** The energy of the final state minus that of the initial state is at least

ΔE = −φ − E(x) = −φ − (−I + eFx) = I − φ − eFx.

By (d) no outside source can pay for a positive ΔE. A surplus, on the other hand, can be accommodated: the electron can enter a vacant state above the Fermi level. Transfer therefore requires ΔE ≤ 0, that is

eFx ≥ I − φ.

Division by the positive quantity eF gives x ≥ x_c. ∎

**Remark 1: what does the blocking.** Inside x_c the ion's level may well face the energy band of the metal. It is the filling of the band that holds the electron back. This was tested on a model of non-interacting electrons: a level coupled with strength 0.15 to the end of a 400-site chain, energies being in units of the chain's hopping energy. The Fermi level was 0.5, and the initially occupied level was followed for 150 units of time. With the level 0.3 below the Fermi level, its final occupation was 0.982. With the level 0.3 above, it was 0.022. When the same low level faced an empty band, the occupation fell to 0.001. In this one-electron picture the initial orbital spreads into the chain at the same rate whatever the filling; below the Fermi level the filled band refills the level, so it is the net transfer that is blocked. The first value is not exactly 1 because the coupling broadens the level to a width of about 0.045, and the tail of the broadened level reaches above the Fermi level. With the level only 0.05 below the Fermi level, the equilibrium occupation is 0.86. The threshold is sharp only when this width is small, as it is for an ion separated from the metal by a thick barrier.

**Remark 2: limits.** A larger field brings the threshold nearer in proportion to 1/F, at fixed I and φ. A larger work function also brings it nearer, because the metal offers deeper vacant states. As I approaches φ, x_c goes to zero, and the picture of a separate ion outside a surface ceases to apply. As F goes to zero, x_c grows without bound.

There is a second distance, I/(eF), at which E(x) reaches zero. Between x_c and I/(eF) the electron's energy lies below the vacuum level at the surface. Beyond I/(eF) it lies above that level. The two distances differ by φ/(eF).

**The level shift caused by the field**

From here on we use Hartree atomic units, in which e = 1, and write Δ = I − φ.

**Proposition 1.** Let α_n and α_{n+1} be the polarisabilities of the ion before and after the loss. To second order in the field, and without image terms, the threshold becomes

x = Δ/F + (α_n − α_{n+1})F/2.

*Proof.* For a spherical ion the shift of first order, beyond the term −nFx already counted, vanishes by symmetry. The second-order energy is −α_nF²/2 before the loss and −α_{n+1}F²/2 after it. Final minus initial gives

ΔE = Δ − Fx + (α_n − α_{n+1})F²/2.

Setting ΔE = 0 and dividing by F gives the result. ∎

The ion with more electrons is normally the more polarisable one. The field then stabilises the initial state more, and the threshold moves outward.

Lemma 1 and this correction were tested together on a one-dimensional model in which atom, metal and field enter a single Schrödinger equation. The atomic well was −1.18² sech²[1.18(z − x)], the metal a well 0.5 hartree deep and 30 bohr long, and all states below −0.16 hartree were filled. On a mesh of 0.1 bohr the isolated atom had I = 0.6966 hartree and polarisability 1.466. The exact values for this well are 1.18²/2 = 0.6962 and 1.468, which would lower the sum below by about 0.006 bohr. Since the model ion is left with no electron, α_{n+1} = 0. At F = 0.06,

Δ/F = (0.6966 − 0.16)/0.06 = 8.943 bohr,
αF/2 = 1.466 × 0.06/2 = 0.044 bohr.

The sum is 8.987 bohr. The atomic orbital was found to empty at 8.988 bohr. At F = 0.03 and 0.04 the prediction and the emptying distance also agreed within the required 0.01 bohr. This model checks where the atomic level crosses −φ, not the blocking itself. The filling up to −0.16 is imposed, the short metal well has no level at that energy (its neighbours lie near −0.17 and −0.09 hartree), and the same distances result if the metal is replaced by a hard wall.

**The image terms**

**Proposition 2.** If classical image energies are restored and the Stark shift is left out, transfer is forbidden between the two distances

x_± = [Δ ± √(Δ² − (2n+1)F)]/(2F),

provided the square root is real and not zero. The outer one, x_+, is smaller than x_c.

*Proof.* A charge q at distance s from a plane conductor is attracted by an image charge −q at distance 2s. The force is −q²/(2s)² = −q²/(4s²), the minus sign meaning towards the surface. The energy relative to infinite separation is minus the integral of the force:

U(x) = ∫ from ∞ to x of q²/(4s²) ds = −q²/(4x).

The loss of an electron changes q from n to n+1, so ΔE gains

−[(n+1)² − n²]/(4x) = −(2n+1)/(4x).

Transfer now requires

Δ − Fx − (2n+1)/(4x) ≤ 0.

Multiplying by −x, which is negative, reverses the inequality:

Fx² − Δx + (2n+1)/4 ≥ 0.

The left side is a parabola open upward, with the two stated roots. It is negative between them, and there transfer is forbidden. Since the square root is smaller than Δ, x_+ < 2Δ/(2F) = x_c. ∎

For weak fields, (2n+1)F ≪ Δ², the square root is approximately Δ − (2n+1)F/(2Δ). Then

x_+ ≈ Δ/F − (2n+1)/(4Δ).

The inward shift tends to a constant length, while x_c itself grows as 1/F. In front of a flat surface, the relative error from neglecting the image terms thus shrinks as the field falls.

In the opposite direction, the forbidden zone disappears when F reaches Δ²/(2n+1). That is a statement about the classical image model. In the aluminium case below, the inner root x_− lies so close to the metal that this model cannot be trusted, and it should not be read as a second place where post-ionisation starts.

**Aluminium: from Al⁺ to Al²⁺**

The second ionisation energy was computed by coupled cluster with single and double excitations, in an uncontracted triple-zeta basis with the 1s shell frozen. It is 18.63 eV. Triple excitations, relativity and the remaining basis error are left out, and the value is not converged to the digits shown. An equation-of-motion coupled-cluster calculation in a core-valence triple-zeta basis gives 18.73 eV, and the measured value is 18.83 eV. With the measured value, x_c and the corrected outer thresholds below lie about 0.01 nm farther out. Hartree–Fock in the uncontracted basis gives 17.52 eV. The difference of 1.11 eV would move the threshold by 1.11/20 ≈ 0.06 nm at 20 V/nm, so electron correlation matters here.

For the tip we take rough typical values: φ = 4.3 eV, F = 20 V/nm, a radius of 50 nm and a temperature of 50 K. Then

I − φ = 18.63 − 4.3 = 14.33 eV,
x_c = 14.33 eV/(20 eV/nm) = 0.716 nm,

or 13.54 bohr. With I and φ held fixed, x_c is 0.955 nm at 15 V/nm and 0.478 nm at 30 V/nm.

*Image terms.* For n = 1 the image term at x_c is 1.51 eV. It varies as 1/x, so it equals C/x with C = 1.51 × 0.716 ≈ 1.08 eV nm. In these units (2n+1)/4 is replaced by C, and the outer root is

x_+ = [14.33 + √(14.33² − 4 × 20 × 1.08)]/(2 × 20)
≈ (14.33 + 10.9)/40 ≈ 0.631 nm.

This is 12% less than x_c, the largest of the threshold shifts computed here. The inner root is 0.086 nm, less than two bohr from the electrical surface, where the image law is not reliable. The field at which the two roots would merge is Δ²/(4C) = 14.33²/4.32 ≈ 48 V/nm.

*Stark shift.* The Hartree–Fock polarisabilities in an augmented triple-zeta basis are 26.21 atomic units for Al⁺ and 15.31 for Al²⁺. They are not converged to these digits: the augmented quadruple-zeta basis gives 26.34 and 15.37, which raises the Stark term by about 0.002 eV. The field is 20/514.2 = 0.0389 atomic units, so the Stark term is

(26.21 − 15.31) × 0.0389²/2 ≈ 0.0082 hartree ≈ 0.22 eV.

A direct Hartree–Fock calculation at the full field gives 0.238 eV, against 0.224 eV from the quadratic law. The quadratic value is thus about 6% low relative to the direct one. Both values omit correlation, which lowers the term by about 12%: in a core-valence triple-zeta basis the direct value falls from 0.236 eV in Hartree–Fock to 0.208 eV in equation-of-motion coupled cluster, a change of about 0.001 nm in the threshold. Alone, this term moves the threshold out to 0.728 nm. With image and Stark terms together it lies at 0.644 nm.

*Curvature.* Outside a sphere of radius R the field falls as F R²/(R+z)². The potential drop up to the ion is

FR²[1/R − 1/(R+x)] = FRx/(R+x).

Setting this drop equal to Δ gives FRx = ΔR + Δx, hence

x = ΔR/(FR − Δ) = 14.33 × 50/(20 × 50 − 14.33) = 0.727 nm.

The shift is about 1.5%. The formula also shows a condition: the entire drop available outside the sphere is FR, so for an isolated sphere no threshold exists unless FR > Δ. This condition does not carry over to a tip on a shank: on the axis of a paraboloid, where the field falls as F/(1 + 2z/R), the threshold is also 0.727 nm, but the drop has no upper bound.

*Temperature.* At 50 K the thermal energy is 4.31 meV. Divided by the field, this corresponds to 0.0002 nm, which is negligible here.

*Motion.* Assumption (d) holds the nucleus still. A real ion with speed v sweeps its level upward at the rate Fv, which spreads the onset of transfer over an energy of order √(Fv) and a length of order √(v/F). For the speed of about 10 km/s found below, v = 0.0046 atomic units, this is 0.37 eV, or 0.018 nm. These are scales, not widths. For weak coupling to a flat band, the transfer rate rises from 10% to 90% of its full value over 0.038 nm; it is a quarter of the full value at the threshold and reaches half only 0.012 nm farther out. The blurring is larger than the Stark and curvature shifts and smaller than the image shift, and the outward delay is about as large as either of the first two.

**Permission is not probability**

At x_c the electron may enter the metal, but it still has to tunnel. Consider first the linear potential Fz alone. At threshold the electron's energy is −φ, so the barrier height at z is Fz + φ. It rises from φ at the surface to Fx_c + φ = I at the ion. The semiclassical transmission is exp(−G), with

G = 2 ∫ from 0 to x_c of √[2(Fz + φ)] dz
= 2√2 · (2/(3F)) · [(Fz + φ)^{3/2}] from 0 to x_c
= (4√2/(3F)) (I^{3/2} − φ^{3/2}).

For aluminium G = 24.41, and the transmission is 2.5 × 10⁻¹¹.

This estimate ignores the attraction of the ion left behind, which lowers the barrier. On the line from the ion to the surface, with images included, the electron's potential is

V(z) = Fz − (n+1)/(x−z) + (n+1)/(x+z) − 1/(4z).

The terms are the field, the attraction by the remaining ion, the repulsion by that ion's image, and the attraction by the electron's own image. At the ion's position the two image terms add up to

(n+1)/(2x) − 1/(4x) = (2n+1)/(4x).

This raises the electron's level by the same amount by which Proposition 2 lowers ΔE, so the two descriptions agree.

At the image-corrected threshold, 0.631 nm, the barrier is at most 3.58 eV high, G = 5.78, and the transmission is 3.1 × 10⁻³. The two transmissions belong to slightly different distances, but the gap of eight powers of ten shows that the bare linear barrier is useless for estimating a rate here.

How much time does the ion offer? If it starts from rest at the electrical surface with n = 1, and image forces are neglected, it has gained Fx_c = 14.33 eV on reaching x_c. Its speed is then 10.12 km/s, and it crosses 0.1 nm in 9.9 fs. Taking h/I = 0.222 fs as a crude time between attempts, there are about 9.9/0.222 ≈ 45 attempts. Multiplied by 3.1 × 10⁻³, this gives about 0.14. That holds the transmission at its threshold value, whereas it falls to 1.0 × 10⁻³ over the next 0.1 nm; following it and the speed along this path gives about 0.08. For the free ion at this field, the same on-axis recipe exceeds the three-dimensional semiclassical tunnelling rate by more than two powers of ten. The number is not an ionisation probability: it rests on one line through a three-dimensional barrier, an assumed attempt time and a chosen path length. The path length matters. In a uniform field the same sum reaches 0.20 over 1 nm and 0.70 over 10 nm and grows without bound; it levels off, near 0.14, only when the field falls as outside the 50 nm sphere. Starting the ion from rest at the top of its image barrier lowers the speed at the threshold to 7.5 km/s and raises 0.08 to 0.10. The estimate only suggests that, in front of a curved tip, crossing the threshold need not make ionisation certain; a proper rate calculation would have to decide.

**Reading the result for a real tip**

The chosen field is roughly that at which aluminium evaporates in an atom probe, where Al⁺ is the dominant ion. The threshold alone cannot explain that dominance, since every departing ion eventually passes it. A rate calculation is needed.

A real tip breaks the assumption of a smooth plane on the scale of x_c itself. Atomic steps alter the local field, and a field 10% higher brings x_c in by about 9%. The electrical surface is also not the plane of the outermost nuclei. If the two are 0.1 nm apart, distances counted from the nuclei shift by the same 0.1 nm, or 14% of x_c. Distances counted from the electrical surface are not affected by this offset. The simple and corrected thresholds computed above at 20 V/nm run from 0.631 to 0.728 nm, so "about 0.6 to 0.7 nm from the electrical surface" is a fair reading of the calculation at that field. The third decimal serves to compare corrections within the model. The numerical output below gives the values in full.

Computed values

```
GRID MODEL (atomic units)
ionisation energy 0.6966 hartree
work function 0.16 hartree
polarisability 1.466 a.u.
field 0.03 a.u.: emptying distance 17.908, simple 17.886, with Stark 17.908 bohr
field 0.04 a.u.: emptying distance 13.444, simple 13.414, with Stark 13.444 bohr
field 0.06 a.u.: emptying distance 8.988, simple 8.943, with Stark 8.987 bohr
PAULI TEST (energies in units of hopping)
Fermi level 0.5, level offset 0.3, coupling 0.15
final occupation, level below Fermi level: 0.982
final occupation, level above Fermi level: 0.022
final occupation, same low level, empty band: 0.001
ALUMINIUM, Al+ to Al2+
I2, Hartree-Fock: 17.52 eV
I2, CCSD without triples: 18.63 eV
rough work function: 4.3 eV
rough field: 20.0 V/nm
I2 minus work function: 14.33 eV
simple threshold x_c: 0.716 nm = 13.54 bohr
x_c at 15 V/nm: 0.955 nm
x_c at 25 V/nm: 0.573 nm
x_c at 30 V/nm: 0.478 nm
NEGLECTED EFFECTS at 20 V/nm
image term at x_c: 1.51 eV
outer threshold with image: 0.631 nm
relative change by image: -12.0 %
inner image root: 0.086 nm
HF polarisability Al+: 26.21 a.u.
HF polarisability Al2+: 15.31 a.u.
Stark term, quadratic: 0.224 eV
Stark term, direct finite field: 0.238 eV
threshold with Stark only: 0.728 nm
threshold with image and Stark: 0.644 nm
rough tip radius: 50 nm
threshold with tip curvature only: 0.727 nm
temperature 50 K: kT 4.31 meV, distance 0.00022 nm
TUNNELLING, on-axis estimates
bare linear barrier at x_c: exponent 24.41, transmission 2.5e-11
Coulomb and image at image threshold: exponent 5.78, transmission 3.1e-03
barrier height with Coulomb and image: 3.58 eV
Al+ speed at x_c, from rest at surface: 10.12 km/s
time to cross 0.1 nm at that speed: 9.9 fs
electron period scale h/I2: 0.222 fs
```
